# When a one-dimensional configuration coordinate overestimates the Huang-Rhys factor, part 1

(Sections cited here and not found follow in the second part.)

## First half: from one oscillator to the inequality

### What dimensions and symmetry allow

An electronic transition at a defect moves the equilibrium positions of the surrounding atoms. The Huang-Rhys factor $S$ is the mean number of phonons created when the transition starts from the lowest vibrational state. Suppose that both electronic states have harmonic surfaces with the same curvatures. Most of the form of $S$ can then be found without solving the oscillator.

Take one mode of angular frequency $\omega$ and let $d$ be the separation of the two minima, measured in a mass-weighted coordinate. Its unit is the square root of a mass times a length, so $\omega d^2$ has the unit of $\hbar$. The dimensionless measure of displacement is therefore $d\sqrt{\omega/\hbar}$. Reflecting the coordinate changes the sign of $d$ but not the number of phonons, so the mean number must be a function of the square:

$$S=f(x),\qquad x=\frac{\omega d^2}{\hbar},\qquad f(0)=0 .$$

Now take two independent modes of the same frequency, with displacements $d_1$ and $d_2$. Mean numbers add, which gives $f(x_1)+f(x_2)$. Because the frequencies are equal, the axes may also be rotated until one of them points along the displacement. One mode then has displacement $\sqrt{d_1^2+d_2^2}$ and the other has none. The total number of phonons is unchanged by this rotation, so

$$f(x_1)+f(x_2)=f(x_1+x_2).$$

A mean number cannot be negative. Hence $f(x_1+x_2)\ge f(x_1)$, and $f$ never decreases. An additive function that never decreases is linear, so $f(x)=cx$ with a pure number $c$. For several modes,

$$S=\frac{c}{\hbar}\sum_k\omega_k d_k^2 .$$

The frequency enters to the first power, whereas the energy of a harmonic displacement contains its square. A one-dimensional model obtains its frequency from that energy. It therefore averages squares and takes a root, while the true factor averages the frequencies themselves. This difference decides the sign of its error.

### Coordinates and assumptions

Let $R_i$ be the Cartesian displacements from the minimum of the ground surface, with masses $m_i$, and let $H_{ij}$ be the second derivatives of the energy. Define

$$q_i=\sqrt{m_i}\,R_i,\qquad K_{ij}=\frac{H_{ij}}{\sqrt{m_i m_j}} .$$

The kinetic energy is then $\frac12\sum_i\dot q_i^2$. The ground and excited surfaces are

$$V_g=\tfrac12 q^{T}Kq,\qquad V_e=E_0+\tfrac12(q-d)^{T}K(q-d).$$

The vector $d$ joins the minima and $E_0$ is their energy difference. "Equal curvature" means that the whole matrix $K$ is common to both surfaces: the modes neither change frequency nor mix. Rigid motions are removed, and all remaining eigenvalues $\omega_k^2$ of $K$ are positive. The electronic transition moment is taken to be independent of $q$, which is the Condon approximation.

With orthonormal eigenvectors $e_k$, the displacement along mode $k$ is $d_k=e_k^{T}d$. The total length is

$$D^2=d^{T}d=\sum_k d_k^2=\sum_i m_i(\Delta R_i)^2 ,$$

where $\Delta R_i$ is the Cartesian separation of the minima. Mass weighting rescales each axis by a constant, so a straight line in Cartesian coordinates remains straight.

### One displaced oscillator

The number $c$ comes from a single mode. I consider emission at zero temperature, which starts in the lowest vibrational state of $V_e$ and ends in the states of $V_g$. For the ground surface write

$$q=\sqrt{\frac{\hbar}{2\omega}}\,(a+a^\dagger),\qquad H_g=\hbar\omega\left(a^\dagger a+\tfrac12\right).$$

The excited surface depends on $q-d$. Define $\alpha$ by $d=2\alpha\sqrt{\hbar/(2\omega)}$, which means $\alpha=d\sqrt{\omega/(2\hbar)}$. Then

$$q-d=\sqrt{\frac{\hbar}{2\omega}}\,\big[(a-\alpha)+(a^\dagger-\alpha)\big].$$

The momentum contains $a-a^\dagger$, from which the real number $\alpha$ cancels. The lowering operator of the excited oscillator is thus $b=a-\alpha$. Its lowest state $|\chi\rangle$ satisfies $b|\chi\rangle=0$, or

$$a|\chi\rangle=\alpha|\chi\rangle .$$

Expand $|\chi\rangle=\sum_n c_n|n\rangle$ in the ground-surface phonon states. Since $a|n\rangle=\sqrt n\,|n-1\rangle$, comparison of the coefficients of $|n\rangle$ gives

$$\sqrt{n+1}\,c_{n+1}=\alpha c_n,\qquad\text{so}\qquad c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .$$

Normalization requires $1=c_0^2\sum_n\alpha^{2n}/n!=c_0^2e^{\alpha^2}$. The probability of creating $n$ phonons is therefore

$$P_n=c_n^2=e^{-S}\frac{S^n}{n!},\qquad S=\alpha^2=\frac{\omega d^2}{2\hbar}.$$

This is a Poisson distribution. Its mean is

$$\sum_n nP_n=e^{-S}S\sum_{n\ge1}\frac{S^{n-1}}{(n-1)!}=S ,$$

and hence $c=\frac12$. The zero-phonon probability is $P_0=e^{-S}$. Absorption from the lowest state of $V_g$ gives the same result, because exchanging the surfaces only reverses $d$.

**Limit.** For small $S$, $P_0\approx1-S$ and $P_1\approx S$. A weakly displaced mode creates at most one phonon to first order in $S$, and its Huang-Rhys factor is the probability of doing so.

### Many modes

In normal coordinates both Hamiltonians are sums over independent modes. The initial state is a product, so zero-phonon probabilities multiply and mean numbers add:

$$S=\sum_kS_k,\qquad S_k=\frac{\omega_kd_k^2}{2\hbar},\qquad P_0=\prod_ke^{-S_k}=e^{-S}.$$

Let $K^{1/2}$ be the positive square root of $K$: the matrix with the same eigenvectors and with eigenvalues $\omega_k$. Then

$$S=\frac{1}{2\hbar}\,d^{T}K^{1/2}d. \tag{1}$$

No choice of axes is left in this expression. I tested it on two coupled coordinates in units with $\hbar=1$. The masses were 1 and 2.5, the diagonal force constants 1.3 and 0.9, the coupling constant 0.6, and the Cartesian displacements 0.9 and $-0.7$. The two ground states were obtained by diagonalizing both Hamiltonians in a product oscillator basis. The negative logarithm of their squared overlap agreed with (1) to within $10^{-5}$.

### The one-dimensional model

The model follows the straight line between the minima,

$$q(s)=s\,\frac{d}{D},\qquad 0\le s\le D ,$$

where $s$ is mass-weighted length. On this line

$$V_g(s)=\tfrac12\Omega^2s^2,\qquad \Omega^2=\frac{d^{T}Kd}{D^2}. \tag{2}$$

The model treats $s$ as one oscillator of frequency $\Omega$ and displacement $D$. The one-mode result then gives

$$S_{\rm 1D}=\frac{\Omega D^2}{2\hbar}. \tag{3}$$

The line is in general not a normal mode. The force on it is $-sKd/D$, which has a component perpendicular to $d$ unless $d$ is an eigenvector of $K$. Atoms released at one minimum would leave the line, and the model ignores this.

To compare frequencies, give each mode its share of the squared displacement:

$$p_k=\frac{d_k^2}{D^2},\qquad\sum_kp_k=1,\qquad M_n=\langle\omega^n\rangle=\sum_kp_k\omega_k^n .$$

In this notation

$$S=\frac{D^2}{2\hbar}M_1,\qquad \Omega^2=M_2,\qquad S_{\rm 1D}=\frac{D^2}{2\hbar}\sqrt{M_2}. \tag{4}$$

The relaxation energy is the energy on one surface at the other surface's minimum, measured from its own minimum. It is reproduced without error:

$$E_{\rm rel}=\tfrac12d^{T}Kd=\tfrac12\Omega^2D^2=\sum_kS_k\hbar\omega_k=S_{\rm 1D}\hbar\Omega. \tag{5}$$

The third equality follows from $S_k\hbar\omega_k=\frac12\omega_k^2d_k^2$. The last follows by multiplying (3) by $\hbar\Omega$. The model thus has the right displacement and the right energy. What it can get wrong is the number of quanta among which that energy is divided.

### Two modes first

Let two modes have weights $p$ and $1-p$. The difference between the squared frequencies in (4) is

$$\begin{aligned}
M_2-M_1^2&=p\omega_1^2+(1-p)\omega_2^2-[p\omega_1+(1-p)\omega_2]^2\\
&=p(1-p)\omega_1^2+p(1-p)\omega_2^2-2p(1-p)\omega_1\omega_2\\
&=p(1-p)(\omega_1-\omega_2)^2\ge0 .
\end{aligned}$$

Hence $\sqrt{M_2}\ge M_1$ and $S_{\rm 1D}\ge S$.

**Limits.** The difference vanishes if $p=0$, if $p=1$ or if the frequencies are equal. In each case one frequency describes every displaced mode. In the opposite direction, let $\omega_1\to0$ at fixed $p$. Then $M_1\to(1-p)\omega_2$ and $\sqrt{M_2}\to\sqrt{1-p}\,\omega_2$, so

$$\frac{S_{\rm 1D}}{S}\to\frac{1}{\sqrt{1-p}} .$$

This grows without limit as $p\to1$. A very soft mode may carry most of the displacement while contributing few phonons. No universal upper limit on the overestimate exists unless the frequencies are restricted.

### Any number of modes

The general proof uses the Cauchy-Schwarz inequality for the vectors $d$ and $K^{1/2}d$:

$$d^{T}K^{1/2}d\le|d|\,|K^{1/2}d| .$$

Since $K^{1/2}$ is symmetric, $|K^{1/2}d|^2=d^{T}K^{1/2}K^{1/2}d=d^{T}Kd=\Omega^2D^2$. The right side is therefore $\Omega D^2$. Division by $2\hbar$ gives

$$\boxed{S\le S_{\rm 1D}} \tag{6}$$

For $d\ne0$, equality requires $K^{1/2}d=\lambda d$. In components this is $\omega_kd_k=\lambda d_k$, so each mode with $d_k\ne0$ has frequency $\lambda$. Conversely, if the displaced modes share one frequency, the two sides are equal. Modes that are not displaced may have any frequency.

The physical reason can be read from the energy. The mean energy per created phonon, defined as total mean energy over total mean number, is

$$\frac{E_{\rm rel}}{S}=\hbar\frac{M_2}{M_1}\ge\hbar\sqrt{M_2}=\hbar\Omega .$$

The model uses quanta that are too small on average, and so needs too many of them to carry the same energy.

I also tested (6) on 400 random Hessians with two to eight coordinates. The masses were drawn between 1 and 20. Each Hessian was $AA^{T}+0.05\,I$, where $A$ had standard normal entries and $I$ is the unit matrix; the displacements were standard normal too. The path curvature was found from differences of the energy, and $S$ from the matrix square root. The inequality held in every case, with a largest ratio of 2.40.

### A numerical case

Five effective modes share a displacement $D=1.6\ \mathrm{amu}^{1/2}$ Å. Their energies and weights are round model parameters.

| $\hbar\omega_k$ (meV) | $p_k$ | $S_k$ |
|---:|---:|---:|
| 15 | 0.15 | 0.689 |
| 25 | 0.35 | 2.679 |
| 35 | 0.30 | 3.215 |
| 60 | 0.12 | 2.205 |
| 80 | 0.08 | 1.960 |

Each entry in the last column is $p_k\hbar\omega_k$ times the common factor $D^2/(2\hbar^2)=0.3062\ \mathrm{meV}^{-1}$. For the second mode this is $0.35\times25\times0.3062=2.679$. The sum is $S=10.75$.

The mean mode energy is 35.10 meV. The path value is

$$\hbar\Omega=\sqrt{0.15(15)^2+0.35(25)^2+0.30(35)^2+0.12(60)^2+0.08(80)^2}=39.55\ \text{meV}.$$

It gives $E_{\rm rel}=0.3062\times39.55^2=479$ meV, or 0.479 eV, and $S_{\rm 1D}=478.9/39.55=12.11$. The one-dimensional factor is 12.7% above the multimode factor. The mean energy per created phonon is $478.9/10.748=44.6$ meV, higher than the 39.55 meV which the model assigns to every quantum.

## Second half: size of the excess, spectra and limits

### Symbols and results carried over

The surfaces share the mass-weighted Hessian $K$, with frequencies $\omega_k$. Their minima are separated by $d$, of length $D$ and mode components $d_k$. The weights are $p_k=d_k^2/D^2$, and $M_n=\sum_kp_k\omega_k^n$. The multimode factor is $S=D^2M_1/(2\hbar)$. The straight path has frequency $\Omega=\sqrt{M_2}$ and gives $S_{\rm 1D}=\Omega D^2/(2\hbar)\ge S$. Both descriptions have the relaxation energy $E_{\rm rel}=\frac12\Omega^2D^2$. In the five-mode case, $S=10.75$, $S_{\rm 1D}=12.11$, $\hbar\Omega=39.55$ meV and $E_{\rm rel}=479$ meV.

### How large the excess is

Let $v$ be the standard deviation of the frequencies divided by their mean, both taken with the weights $p_k$. Then $M_2-M_1^2=v^2M_1^2$, and

$$\frac{S_{\rm 1D}}{S}=\frac{\sqrt{M_2}}{M_1}=\sqrt{1+v^2}. \tag{7}$$

**Limit.** For $v\ll1$ the relative excess is $v^2/2$ to leading order. A narrow group of displaced modes is thus represented well: a first-order spread in frequency causes a second-order error in the phonon number. The five-mode case has $v=0.519$, and $\sqrt{1+0.519^2}=1.127$, in agreement with the two factors found separately.

The spread is weighted by squared displacement. Modes that have a large density of states but no displacement do not affect it.

### Bounds from the band edges

A calculation that follows only the path supplies $D$ and $E_{\rm rel}$, and therefore $S_{\rm 1D}$, but not the weights $p_k$. If all displaced modes are known to lie between frequencies $a$ and $b$, with $0<a\le b$, then $S$ can still be bounded from below. For each of them

$$(\omega_k-a)(b-\omega_k)\ge0,\qquad\text{so}\qquad(a+b)\omega_k\ge\omega_k^2+ab .$$

Averaging with the weights gives $(a+b)M_1\ge\Omega^2+ab$. Since $S/S_{\rm 1D}=M_1/\Omega$,

$$S_{\rm 1D}\,\frac{\Omega^2+ab}{(a+b)\Omega}\le S\le S_{\rm 1D}. \tag{8}$$

For edges at 15 and 80 meV the lower limit is

$$12.11\times\frac{39.55^2+15\times80}{(15+80)\times39.55}=8.91 .$$

The path data and the band edges alone place $S$ between 8.91 and 12.11. The value 10.75 requires the mode weights.

A limit that does not contain $\Omega$ follows from

$$\Omega+\frac{ab}{\Omega}-2\sqrt{ab}=\left(\sqrt\Omega-\sqrt{\frac{ab}{\Omega}}\right)^2\ge0 .$$

Inserting this in (8) gives

$$\frac{S_{\rm 1D}}{S}\le\frac{a+b}{2\sqrt{ab}}. \tag{9}$$

Equality needs all the weight at the two edges and also $\Omega^2=ab$. If $p_a$ is the weight at $a$, the second condition reads $p_aa^2+(1-p_a)b^2=ab$. Its solution is

$$p_a=\frac{b^2-ab}{b^2-a^2}=\frac{b}{a+b}.$$

The limit is therefore attained by two modes. For 15 and 80 meV it is 1.37, compared with the actual ratio of 1.13.

For harmonic surfaces of equal curvature, the straight-path factor $S_{\rm 1D}$ is never below $S$, and the path data together with the band edges also bound $S$ from below. What remains is to examine the limits of these bounds, another choice of path, the consequences for the spectrum, and the effects of unequal curvature and anharmonicity.
